# Capillary levelling of small long-wave ripples on a thin viscous film, part 2

A Newtonian, incompressible liquid film on a flat rigid substrate levels under surface tension. Position $x$ runs along the substrate and $z$ upward from it; $t$ is time. The surface is

$$ h(x,t) = h_0 + a(t)\cos qx , $$

with mean thickness $h_0$, ripple amplitude $a$, wavelength $\lambda$, $q = 2\pi/\lambda$ and $X = q h_0$. Viscosity, surface tension and density are $\eta$, $\gamma$ and $\rho$; $u$ and $w$ are the velocities along $x$ and $z$; $p$ is the pressure above ambient. Subscripts $x$, $z$ and $t$ denote partial derivatives. The air exerts no shear stress, and without slip the liquid sticks to the substrate.

For long waves, $X \ll 1$, the film equation and the decay rate of a small ripple are

$$ h_t = -\frac{\gamma}{3\eta}\left( h^3 h_{xxx} \right)_x, \qquad \Gamma = \frac{\gamma h_0^3 q^4}{3\eta} . $$

Scaling gives relative errors of order $X^2$. The ratio of surface to depth-averaged velocity is $3/2$.

With slip length $b$, defined by $u(0) = b\,u_z(0)$, gravity $g$ and a van der Waals energy per unit area $\phi(h) = -A/(12\pi h^2)$, where $A$ is an effective Hamaker constant, the long-wave rate is

$$ \Gamma_K = \frac{(h_0^3 + 3 b h_0^2)\, q^2}{3\eta}\left( \gamma q^2 + \rho g - \frac{A}{2\pi h_0^4} \right) . $$

Slip alone multiplies $\Gamma$ by $1 + 3b/h_0$. For $A > 0$ and negligible gravity, ripples grow if they are longer than

$$ \lambda_c = 2\pi\sqrt{\frac{2\pi\gamma h_0^4}{A}} . $$

The forced test in the numerical output has $b/h_0 = 0.1$, with gravity and van der Waals terms $0.3$ and $2.0$ times $\gamma q^2$; the formula gives $\Gamma_K/\Gamma = -0.91$.

The example is a polystyrene resist film annealed at 413 K for 600 s, with $h_0 = 100$ nm, $\lambda = 5$ µm, $a(0) = 5$ nm, $\gamma = 30$ mN/m and $\eta = 10^4$ Pa s. The long-wave formula gives $1/\Gamma = 401$ s, $\Gamma t = 1.496$ and a final amplitude of 1.12 nm.

### Stage 5: a small ripple on a film of any depth

The long-wave assumption is now dropped, while $a$ remains small compared with both $h_0$ and $1/q$. There is again no slip, and capillarity is the only driving force. Write

$$ u = U(z)\sin qx, \qquad w = W(z)\cos qx, \qquad p = P(z)\cos qx . $$

Primes denote derivatives with respect to $z$. Incompressibility, $u_x + w_z = 0$, gives $U = -W'/q$. The horizontal balance, $-p_x + \eta(u_{xx} + u_{zz}) = 0$, becomes $qP + \eta(U'' - q^2U) = 0$, so

$$ P = \frac{\eta}{q^2}\left( W''' - q^2 W' \right) . $$

The vertical balance is $-P' + \eta(W'' - q^2W) = 0$. Inserting $P$ and multiplying by $-q^2/\eta$ gives

$$ W'''' - 2q^2 W'' + q^4 W = 0 . $$

Its four solutions are $\sinh qz$, $\cosh qz$, $z\sinh qz$ and $z\cosh qz$. At the substrate $w = 0$ and $u = 0$, hence $W(0) = W'(0) = 0$. The first condition removes $\cosh qz$. The second ties the coefficient of $z\cosh qz$ to that of $\sinh qz$. What remains is

$$ W = C f_1 + D f_2, \qquad f_1 = z\sinh qz, \qquad f_2 = \sinh qz - qz\cosh qz . $$

The surface conditions can be imposed at $z = h_0$, because the flow is itself of first order in $a$ and the shift to the true surface changes it at second order. Zero shear stress, $u_z + w_x = 0$, gives $U' - qW = 0$, or

$$ W'' + q^2 W = 0 \quad \text{at } z = h_0 . $$

The normal force on the surface now includes the viscous stress. The balance $p - 2\eta w_z = -\gamma h_{xx}$ gives $P - 2\eta W' = \gamma q^2 a$. With $P$ inserted,

$$ \frac{\eta}{q^2}\left( W''' - 3q^2 W' \right) = \gamma q^2 a \quad \text{at } z = h_0 . $$

Let $s = \sinh X$ and $c = \cosh X$. Differentiating $f_1$ and $f_2$ and setting $z = h_0$ gives

$$ f_1' = s + Xc, \qquad f_1'' = q(2c + Xs), \qquad f_1''' = q^2(3s + Xc), $$

$$ f_2' = -qXs, \qquad f_2'' = -q^2(s + Xc), \qquad f_2''' = -q^3(2c + Xs) . $$

At the surface $q^2f_1 = qXs$ and $q^2f_2 = q^2(s - Xc)$. The shear condition therefore reads

$$ 2q(c + Xs)\,C - 2q^2 X c\, D = 0, \qquad C = \frac{qXc}{c + Xs}\, D . $$

For the normal condition, the required combinations are

$$ f_1''' - 3q^2 f_1' = -2q^2Xc, \qquad f_2''' - 3q^2 f_2' = -2q^3(c - Xs) . $$

Hence

$$ -2\eta\left[ XcC + q(c - Xs)D \right] = \gamma q^2 a . $$

Substitute $C$ and use $c^2 - s^2 = 1$. The square bracket becomes

$$ qD\,\frac{X^2c^2 + c^2 - X^2s^2}{c + Xs} = qD\,\frac{c^2 + X^2}{c + Xs}, $$

and therefore

$$ D = -\frac{\gamma q a}{2\eta}\,\frac{c + Xs}{c^2 + X^2} . $$

The surface moves with the liquid, so $a_t = W(h_0)$. Using $h_0 C = X^2cD/(c + Xs)$,

$$ W(h_0) = D\,\frac{X^2cs + (s - Xc)(c + Xs)}{c + Xs} . $$

The product in the numerator is $sc - X - X^2sc$, again because $s^2 - c^2 = -1$. The terms in $X^2sc$ cancel and leave $sc - X$. The decay rate for any depth is thus

$$ \Gamma_S = \frac{\gamma q}{2\eta}\,\frac{\sinh X\cosh X - X}{\cosh^2 X + X^2} . $$

**Limit: long waves.** Expand the numerator using $\sinh X\cosh X = \frac{1}{2}\sinh 2X$:

$$ \sinh X\cosh X - X = \frac{2X^3}{3}\left( 1 + \frac{X^2}{5} + \cdots \right) . $$

The denominator is $1 + 2X^2 + \cdots$. Their ratio gives

$$ \Gamma_S = \frac{\gamma q X^3}{3\eta}\left( 1 - \frac{9}{5}X^2 + \cdots \right) = \Gamma\left( 1 - \frac{9}{5}X^2 + \cdots \right) . $$

The earlier rate is recovered, with an error of order $X^2$ as the scaling argument predicted.

**Limit: short waves.** For $X \gg 1$, both $\sinh X\cosh X$ and $\cosh^2X$ approach $e^{2X}/4$. Then $\Gamma_S \to \gamma q/(2\eta)$. The thickness has dropped out, and the rate rises with the first power of $q$ instead of the fourth.

A numerical solution of the flow equations through the depth, made without the closed form, tests these results. At $X = 0.1$, $0.5$, $1$ and $3$ the program requires it to agree with $\Gamma_S$ to within $10^{-8}(1 + \Gamma_S)$, with rates in units of $\gamma/(\eta h_0)$. Relative to $\Gamma_S$ this is loosest at $X = 0.1$, where it is about $3\times10^{-4}$. At $X = 0.05$ it gives $\Gamma_S/\Gamma = 0.995520$, against $0.995500$ from the first correction. At $X = 0.01$ the ratio of surface to mean velocity is $1.49997$, close to $3/2$. With slip $b/h_0 = 0.1$ at the same $X$, the rate is $1.29972$ times $\Gamma$, close to the factor $1.3$.

The local powers of $h_0$ and $q$ in the rate are its logarithmic derivatives. The correction lowers each by $18X^2/5$, which is $0.00036$ at $X = 0.01$. The numerical powers are $2.99964$ and $3.99964$.

For the 100 nm film, with everything but the wavelength fixed, the decay times are:

| Wavelength (µm) | Long-wave (s) | Any depth (s) |
|---:|---:|---:|
| 1.0 | 0.642 | 1.094 |
| 2.5 | 25.1 | 27.9 |
| 5.0 | 401 | 412 |
| 10.0 | 6416 | 6462 |

At 1 µm the long-wave formula makes levelling 1.7 times too fast. There $X = 0.63$, and the first correction is no cure: it would leave a factor $0.29$, whereas the full ratio is $0.642/1.094 = 0.59$. The full expression should be used in that range.

### Stage 6: a ripple of finite amplitude

Return to long waves, but keep higher powers of the relative amplitude $\varepsilon = a/h_0$. Measure thickness in $h_0$, position as $\xi = qx$ and time as $T = \Gamma t$. With $h = h_0(1 + v)$, the film equation becomes

$$ v_T = -F_\xi, \qquad F = (1 + v)^3 v_{\xi\xi\xi} . $$

A product of two fundamentals creates a second harmonic, so write

$$ v = \varepsilon\cos\xi + B\cos2\xi + \cdots, \qquad v_{\xi\xi\xi} = \varepsilon\sin\xi + 8B\sin2\xi + \cdots , $$

with $B$ of order $\varepsilon^2$. There is no constant term, because volume is conserved. The third harmonic is of order $\varepsilon^3$ and affects the fundamental only beyond the order kept here.

At second order, the flux contains

$$ 8B\sin2\xi + 3\varepsilon^2\cos\xi\sin\xi = \left( 8B + \frac{3}{2}\varepsilon^2 \right)\sin2\xi . $$

Taking $-F_\xi$ gives $B_T = -16B - 3\varepsilon^2$. At this order $\varepsilon^2$ decays as $e^{-2T}$. Trying $B = k\varepsilon^2$ gives $-2k = -16k - 3$, so $k = -3/14$. For a film that starts as a pure cosine of amplitude $\varepsilon_0$, the solution with $B(0) = 0$ is

$$ B = -\frac{3}{14}\varepsilon_0^2\left( e^{-2T} - e^{-16T} \right) . $$

The second term soon becomes negligible beside the first. The negative $B$ flattens the crests and sharpens the troughs.

Now collect the terms proportional to $\sin\xi$ in the flux. The linear term contributes $\varepsilon$. The term $3v\,v_{\xi\xi\xi}$ contributes through

$$ 3\varepsilon B\left( 8\cos\xi\sin2\xi + \cos2\xi\sin\xi \right) . $$

The $\sin\xi$ parts of the two products are $+\frac{1}{2}$ and $-\frac{1}{2}$, which gives $3\varepsilon B(4 - \frac{1}{2}) = \frac{21}{2}\varepsilon B$. The term $3v^2v_{\xi\xi\xi}$ contributes $3\varepsilon^3\cos^2\xi\sin\xi$, whose $\sin\xi$ part is $\frac{3}{4}\varepsilon^3$. Therefore

$$ \varepsilon_T = -\varepsilon\left( 1 + \frac{21}{2}B + \frac{3}{4}\varepsilon^2 \right) . $$

A pure cosine has $B = 0$ and at first decays slightly faster than the linear law. Once $B = -\frac{3}{14}\varepsilon^2$, the two corrections are $-\frac{9}{4}\varepsilon^2$ and $+\frac{3}{4}\varepsilon^2$, and

$$ \varepsilon_T = -\varepsilon\left( 1 - \frac{3}{2}\varepsilon^2 \right) . $$

The decay is then slightly slower than the linear law.

A simulation of the film equation started from $\varepsilon_0 = 0.1$ tests both coefficients. At $T = 0.6$ it gives $1.5004$ for the rate correction and $-0.2145$ for $B/\varepsilon^2$, against $3/2$ and $-3/14 = -0.2143$. For a ripple that starts at $\varepsilon_0 = 0.001$, the fraction left at $T = 1$ is $0.367880$, against $e^{-1} = 0.367879$.

In the example $\varepsilon_0 = 0.05$. Integrating the amplitude equation with the solution for $B$ gives the accumulated change

$$ \ln\frac{\varepsilon(T)}{\varepsilon_0} + T = \varepsilon_0^2\left[ \frac{3}{4}\left(1 - e^{-2T}\right) - \frac{9}{64}\left(1 - e^{-16T}\right) \right] . $$

At $T = 1.496$ the right side is $0.0014$. The final amplitude should be $0.14\%$ above the linear value of 1.1199 nm, which is 1.1215 nm. The nonlinear simulation also gives 1.1215 nm.

### Stage 7: which omissions matter in the example

Finite depth lowers the rate by $2.8\%$ relative to $\Gamma$. Over 600 s this changes the exponent by $0.0276 \times 1.496 = 0.041$, so the final amplitude is about $4\%$ larger: 1.17 nm instead of 1.12 nm.

A slip length of 1 nm raises the rate by $3b/h_0 = 3\%$. This happens to offset the finite-depth correction. The two effects have different causes: to leading order one varies as $b/h_0$ and the other as $(h_0/\lambda)^2$, so changing the thickness or the wavelength alone spoils the cancellation.

For a destabilising van der Waals force with $A = 10^{-19}$ J, a deliberately high value, the reduction relative to capillarity is

$$ \frac{A}{2\pi h_0^4\gamma q^2} = 0.0034 . $$

This ratio grows as $\lambda^2$ and reaches one at $\lambda_c = 5/\sqrt{0.00336} = 86$ µm. If $5\%$ is accepted for each error separately, the first finite-depth correction requires $\lambda > 3.8$ µm, and the van der Waals term requires $\lambda < 19$ µm. For this film, the simple law has a window in wavelength rather than a single lower limit. The upper limit is only a rough guide. Even a free-standing polystyrene film has $A$ of only about $6\times10^{-20}$ to $7\times10^{-20}$ J, and a substrate lowers it: it is smaller on thick silica and negative on silicon, where the force speeds up levelling and no ripple grows. The energy $\phi(h)$ leaves out retardation, the effect of the finite speed of light on the van der Waals force. At a thickness of 100 nm retardation typically weakens the force considerably, which moves both $\lambda_c$ and the upper limit to longer wavelengths if $A$ is the usual short-range value.

Gravity changes the rate by about $2\times10^{-7}$ of its value. The inertia ratio $\rho h_0^2\Gamma/\eta$ is $2.5\times10^{-18}$, with $\rho = 1000$ kg/m³. Both are negligible here.

A polymer melt also has an elastic response. Its relaxation time is of order $\eta/G$, where $G$ is the rubbery modulus or, for chains too short to entangle, a modulus of roughly similar size. With the rough value $G = 2\times10^5$ Pa, this is 0.05 s, and $\Gamma\eta/G = 1.2\times10^{-4}$. The estimate indicates that the melt has ample time to flow as a viscous liquid at this wavelength. It is an order of magnitude, not a derived correction to the rate.

Temperature matters far more. The empirical Williams–Landel–Ferry law describes the viscosity above the glass temperature $T_g$ by

$$ \log_{10}\frac{\eta(\theta)}{\eta(T_g)} = -\frac{C_1(\theta - T_g)}{C_2 + \theta - T_g} , $$

where $\theta$ is the film temperature. Take rough polystyrene values, $T_g = 373$ K, $C_1 = 13.7$ and $C_2 = 50$ K. Between 413 K and 414 K the logarithm falls by

$$ 13.7\left( \frac{41}{91} - \frac{40}{90} \right) = 0.084 . $$

The viscosity falls by a factor $10^{0.084} = 1.21$, and the levelling rate rises by $21\%$. This $T_g$ belongs to long chains. A melt of low molar mass has a lower one, and with the same $C_1$ and $C_2$ a $T_g$ lower by 10 K or 20 K gives $17\%$ or $14\%$. An error of one kelvin thus outweighs each of the other corrections sized here.

### The model beside a real resist film

Polystyrene can serve as a negative-tone electron-beam resist, and a 100 nm film is a realistic thickness. The chosen viscosity is the least transferable input: it depends strongly on molar mass and temperature, and residual solvent can lower it. Since $\Gamma \propto 1/\eta$, a tenfold error in viscosity gives a tenfold error in the decay time. Slip can also be much larger than assumed for long-chain melts on smooth, weakly adsorbing coatings. In the long-wave formula, $b = 100$ nm would multiply the rate by four. The sign and size of $A$ depend on the layers beneath the film. A cross-linked resist is outside the model, because a permanent network resists deformation elastically and does not flow as a Newtonian liquid.

For an uncross-linked film inside the wavelength window, reducing a small ripple by a factor $N$ takes about $\ln N/\Gamma$, provided that the melt flows as a Newtonian liquid, its viscosity is measured at the annealing temperature and slip is weak. The same anneal also levels wanted relief in uncross-linked material, such as an imprinted pattern; developed negative-tone features are cross-linked and lie outside the model. In the model, a small surface pattern of 1 µm period on the example film decays by a factor $e$ in 1.1 s, long before the 5 µm ripple has changed appreciably. At this period $\Gamma_S\eta/G$ is about $0.05$, so the elastic response is no longer negligible at the $5\%$ level, and it matters more for shorter periods.

The numerical output below lists the inputs and results at higher precision.

## Calculated quantities

```
TESTS
Stokes/long-wave rate at X=0.05: 0.995520
Power of h at X=0.01: 2.99964
Power of q at X=0.01: 3.99964
Surface/mean speed at X=0.01: 1.49997
Slip rate factor, b/h=0.1, X=0.01: 1.29972
Small ripple left after one decay time: 0.367880
Amplitude coefficient, simulated: 1.5004
Second-harmonic coefficient, simulated: -0.2145
Forced test rate / capillary rate: -0.91000
EXAMPLE INPUTS
Film thickness: 100 nm
Ripple wavelength: 5.0 um
Initial amplitude: 5.0 nm
Surface tension: 30 mN/m
Viscosity: 1.0e+04 Pa s
Temperature: 413 K
Anneal time: 600 s
Density: 1000 kg/m3
Slip length: 1.0 nm
Hamaker constant A: 1.0e-19 J
Rubbery modulus: 2.0e+05 Pa
Glass temperature: 373 K
WLF constants: C1=13.7, C2=50 K
EXAMPLE RESULTS
Wavevector q: 1.2566 1/um
X = q*h: 0.1257
Long-wave damping rate: 2.4937e-03 1/s
Long-wave decay time: 401.0 s
Full Stokes damping rate: 2.4248e-03 1/s
Initial peak surface speed: 0.1488 nm/s
Rate times anneal time: 1.4962
Final amplitude, long-wave linear: 1.1199 nm
Final amplitude, Stokes linear: 1.1672 nm
Final amplitude, nonlinear film: 1.1215 nm
Decay time at half thickness: 3208.1 s
Wavelength 1.0 um, decay time: long-wave 0.642 s, Stokes 1.094 s
Wavelength 2.5 um, decay time: long-wave 25.063 s, Stokes 27.909 s
Wavelength 10.0 um, decay time: long-wave 6416.239 s, Stokes 6461.829 s
NEGLECTED EFFECTS
Finite depth, rate change: -2.763 %
Finite depth, -9X^2/5 estimate: -2.842 %
Initial amplitude, -3eps^2/2: -0.375 %
Slip, rate change: 3.00 %
Van der Waals, rate change: -0.336 %
Van der Waals cutoff wavelength: 86.3 um
Gravity, rate change: 2.07e-05 %
Inertia ratio: 2.49e-18
Elastic ratio, rate*eta/modulus: 1.25e-04
1 K hotter, rate change: 21.2 %
```
